Quasi-localised resonance of a heavy substitutional atom in a Debye host

**Problem**

A harmonic crystal of atoms of mass M is described by the Debye model with cut-off frequency ω_D. One atom is replaced by an atom of mass M' = 13M, and all force constants stay as they were. For each Cartesian component of the motion, the density of host modes, normalised to one, is

g(ω) = 3ω²/ω_D³ for 0 < ω < ω_D.

(a) At what frequency does the heavy atom respond resonantly, and how wide is the resonance?

(b) Is it a bound mode?

(c) How strongly does a small fraction c of such atoms scatter phonons at the resonance? Take c = 10 ppm in diamond, the material of some heat spreaders for chips, with a rough Debye temperature of 2000 K.

The site is assumed to have cubic symmetry, so the three components at the impurity decouple and obey the same equation. Frequencies are written as x = ω/ω_D, and the mass ratio as μ = M'/M.

**First estimate by scaling**

A spring in the host is of order Mω_D², since it moves a mass M at frequencies up to about ω_D. The heavy atom on such a spring oscillates at

ω ~ √(Mω_D²/M') = ω_D/√13 ≈ 0.28 ω_D.

This lies inside the host band, so the atom radiates phonons. To vibrate with amplitude u it exchanges a force F ~ M'ω²u with the host. The dissipative part of the host's displacement per unit force is of order g/(Mω) ~ ω/(Mω_D³). The radiated power is therefore ωF² × ω/(Mω_D³), and the stored energy is of order M'ω²u². Their ratio is the damping rate:

Γ ~ (M'/M) ω⁴/ω_D³ ~ ω²/ω_D,

where the last step uses M'ω² ~ Mω_D². Thus Γ/ω ~ ω/ω_D ≈ 0.28. The scaling argument predicts a damped but recognisable resonance and leaves the numerical factors open.

**Exact solution of the model**

*Equation of motion.* Let Φ be the force-constant matrix and D = Φ/M. Every host site obeys ω²u = Du. At the impurity site, labelled 0,

μω²u₀ = (Du)₀.

With ε = 1 − μ = −12, we have μ = 1 − ε, and moving the extra term to the right gives

(ω²u − Du)₀ = εω²u₀.

At all other sites the right-hand side is zero. The mass defect thus acts as a source on one site. Let G(ω) be the site-diagonal element of [(ω + i0)² − D]⁻¹; the term +i0 selects outgoing waves for the time factor exp(−iωt). If a host wave would produce the displacement u₀ʰ at site 0, then

u₀ = u₀ʰ + G εω²u₀, hence u₀ = u₀ʰ/Δ, with Δ(ω) = 1 − εω²G(ω).

A resonance occurs where Re Δ vanishes while Im Δ is small. (Δ is called "den" in the numerical output.)

*Green function.* Expanding in host modes and setting v = ν/ω_D,

ω_D²G = ∫₀¹ 3v² dv/[(x + i0)² − v²].

For the real part, write v²/(x² − v²) = −1 + x²/(x² − v²). The antiderivative of x²/(x² − v²) is (x/2) ln|(x + v)/(x − v)|. In the principal value the logarithmic singularities on the two sides of v = x cancel, which leaves the value at v = 1:

(x/2) ln[(1 + x)/(1 − x)] = x artanh x.

Therefore

ω_D² Re G = −3(1 − x artanh x).

For the imaginary part, 1/[(x + i0)² − v²] contributes −iπδ(x² − v²) = −iπδ(v − x)/(2x), so

ω_D² Im G = −π · 3x²/(2x) = −3πx/2.

*Position.* Inserting ε = −12,

Δ = 1 − 36x²(1 − x artanh x) − 18πi x³.

At low frequency x artanh x = x² + O(x⁴) is small compared with one. To leading order Re Δ = 1 − 36x², which vanishes at

x₀ = 1/6.

For a general heavy atom the coefficient 36 is 3(μ − 1), and x₀ = 1/√[3(μ − 1)].

The next order follows from x²(1 − x²) = x₀², which gives x² = x₀² + x₀⁴ + … and x = x₀(1 + x₀²/2) = 0.1690. The numerical zero of the full Re Δ is 0.1691.

The leading condition has a mechanical reading. A static unit force on one host atom displaces it by −G(0)/M = 3/(Mω_D²), so the host presents the spring K = Mω_D²/3. The condition is then

(M' − M)ω² = K.

The excess mass appears because the inertia of an ordinary atom at the site is already contained in the host response.

*Width.* Near x₀, Re Δ ≈ 1 − x²/x₀² ≈ −2(x − x₀)/x₀. The imaginary part is −(μ − 1)x² · 3πx/2 = −(π/2)x³/x₀², which at x₀ equals −πx₀/2. Hence

|Δ|² ≈ (4/x₀²)[(x − x₀)² + (πx₀²/4)²].

The response 1/|Δ|² is a Lorentzian with half-width πx₀²/4. Its full width at half maximum and its relative width are

Γ/ω_D = πx₀²/2 = π/72 ≈ 0.044,

Γ/ω₀ = πx₀/2 = π/12 ≈ 0.26.

*Spectrum of the impurity.* Let g'(ω) be the density of modes weighted by the impurity's share M'|u₀|² of each mode, with modes normalised so that the sum of mass times squared displacement is one. The Green function with the impurity present obeys G' = G + Gεω²G', so G' = G/Δ. It is −M times the displacement per unit force. That displacement is the sum of |u₀|²/(ω_s² − ω²) over modes s, so G' is M times the sum of |u₀|²/(ω² − ω_s²), with ω again standing for ω + i0. Taking the imaginary part,

g' = −(2ω/π) μ Im G'.

Since εω² is real, Im(G/Δ) = Im[G(1 − εω²G*)]/|Δ|² = Im G/|Δ|². For μ = 1 the formula returns g = −(2ω/π) Im G, so

g'(ω) = μ g(ω)/|Δ|².

The peak of g' is not quite at the zero of Re Δ. Write b = πx₀/2 and let δ be the relative distance from that zero. Close to it |Δ|² ≈ 4δ² + b²(1 + 6δ), because (Im Δ)² grows as x⁶, while g grows as 1 + 2δ. Setting the derivative of ln g' to zero gives 2 − (8δ + 6b²)/b² = 0 to leading order, so δ = −b²/2. Adding the upward shift x₀²/2 of the zero itself,

x_peak ≈ x₀[1 + x₀²(1/2 − π²/8)] ≈ 0.163.

The full spectrum peaks at 0.1634, which is 2% below one sixth, and its full width is 0.041, which is 5% below π/72.

*Bound or not.* Above the band, ω > ω_D, every term of G is positive. With ε negative, Δ = 1 + 12ω²G is then greater than one and cannot vanish, so no mode splits off. Inside the band Im Δ is nonzero, so the motion always decays into host phonons. The numerical integral of g' over the band is 1.00000, as it must be if no mode is missing. Of this weight, 94% lies below x = 1/3, compared with 3.7% for a host atom. This concentration, together with a finite lifetime, is what "quasi-localised" means here.

The same weights were obtained without the Green function, by diagonalising a Debye host represented by 1600 modes with one site made 13 times heavier. At seven cut-offs between x = 0.10 and 0.70, the weight below the cut-off differed from the integral of g' by at most 0.0035.

Re Δ has a second zero at x = 0.82, because artanh x diverges at the band edge. There |Im Δ| = 31.5, and the spectrum shows no second maximum.

**Scattering of phonons**

Repeated scattering by one impurity sums to

t = εω² + εω²Gεω² + … = εω²/Δ.

A plane wave spread over N sites has squared amplitude 1/N on each. For cN randomly placed, independent impurities the dispersion relation becomes, to first order in c,

ω² = ω_k² + ct.

Put ω = ω_k − i/(2τ), so that the energy of the wave decays as exp(−time/τ). The imaginary parts give −ω/τ = c Im t. Since Im t = (εω²)² Im G/|Δ|² and Im G = −πg/(2ω),

1/τ = (π/2) c ε²ω² g(ω)/|Δ|².

Three regimes follow.

- Well below resonance Δ → 1, and the rate is the Born result, proportional to ω⁴.
- At the zero of Re Δ, |Δ|² = (π/2)²ε²ω²g², and the rate becomes 2c/(πg). At a given frequency this no longer depends on the mass.
- For x₀ ≪ x ≪ 1, |Δ|² ≈ x⁴/x₀⁴. With x₀⁴ = 1/(9ε²), the rate tends to the constant (π/6)cω_D. The atom is then too heavy to follow the wave and acts as a fixed obstacle. This window needs a very large mass ratio; for μ = 13 it hardly exists.

**Numbers for diamond**

A Debye temperature of 2000 K corresponds to ω_D/2π ≈ 42 THz. The leading-order resonance is at

42 THz/6 ≈ 7.0 THz, or 29 meV,

and the spectrum peaks at 6.8 THz with a full width of 1.7 THz.

For c = 10⁻⁵ at the zero of Re Δ, the Born rate is 1.45 × 10⁹ s⁻¹. There |Im Δ| = 0.274, so the full rate is larger by 1/0.274² ≈ 13, which gives 1.9 × 10¹⁰ s⁻¹. With the Debye sound speed of 12 km/s, the mean free path against these impurities is about 0.6 µm.

**Comparison of estimate and solution**

The scaling estimate gave x ≈ 0.28, and the solution gives 0.167 at leading order. The ratio 0.60 has two sources. The static spring is Mω_D²/3 rather than Mω_D². With all other atoms held fixed it would be M times the mean squared host frequency, which is 3Mω_D²/5; the yielding of the surrounding atoms lowers it further to Mω_D²/3. Together this contributes 1/√3 = 0.58. The inertia is M' − M rather than M', which contributes √(13/12) = 1.04.

For the relative width, scaling gave 0.28 and the solution 0.26. This closeness is partly accidental: the missing factor π/2 nearly compensates the overestimated frequency.

The low-frequency result improves as the atom becomes heavier. At μ = 1201 the peak and width of the full spectrum agree with x₀ and πx₀²/2 to within 0.1%. In the other direction, μ = 2 would give x₀ = 0.58 and a relative width of 0.9, so the expansion fails. The full Re Δ then has no zero at all, and the resonance condition is never met. For a lighter atom, μ < 1, the leading condition has no solution.

**How far the model carries over to real diamond**

Thirteen carbon masses is about 156 u, in the rare-earth range. Such an atom is far larger than carbon and strongly distorts its site, so unchanged force constants are the weakest assumption, and a substitutional content of 10 ppm is illustrative rather than typical. The size of the corrections can be gauged on a simple cubic lattice with one displacement per site, though diamond has a different structure. Halving the impurity's springs there multiplies the leading-order frequency by 0.78; the same factor would lower the resonance from about 7 THz to between 5 and 6 THz. Doubling them multiplies it by 1.22, which would raise the resonance to between 8 and 9 THz. The model does not tell which way the springs change around a real oversized atom. With springs unchanged, that lattice's own dispersion puts the peak at x = 0.144 instead of 0.163, which is 12% lower. Closer to diamond, a Keating spring model with the diamond structure, fitted to the elastic constants, puts the peak at about 7.2 THz, with a full width of about 1.5 THz instead of 1.7 THz. The sound speeds of that model correspond to a Debye temperature of about 2240 K, for which the Debye model would give 7.6 THz. The shift thus has the same sign as in the cubic lattice but is only about 6%. This model is too stiff at short wavelengths: it puts the zone-centre optical mode at 47 THz and the transverse acoustic mode at X at 29 THz, against measured values of about 40 and 24 THz. A host with the measured spectrum is softer, so in real diamond the peak probably lies lower and the shift is probably larger. The peak lies above the 6.8 THz found earlier because that value rests on the rough 2000 K. The Keating model gives a scattering rate at the zero of Re Δ of about 2.4 × 10¹⁰ s⁻¹ instead of 1.9 × 10¹⁰ s⁻¹. About half of this rise is due to the higher Debye temperature alone, for which the Debye model gives 2.2 × 10¹⁰ s⁻¹.

Three other neglected effects can be estimated: anharmonic damping, scattering by natural isotopes and overlap between impurities. A rough conductivity of 2000 W/(m K) at 300 K, read with a single phonon lifetime, implies an anharmonic rate of 3.7 × 10¹⁰ s⁻¹. This is 0.3% of the resonance width, 1.1 × 10¹³ s⁻¹, but about twice the impurity scattering rate found above. This reading assigns the whole thermal resistance to anharmonicity. If scattering by natural isotopes, which grows as ω⁴, is included in the fit, the constant rate falls to 2.4 × 10¹⁰ s⁻¹, about 1.25 times the impurity rate. The single lifetime hides the frequency dependence, however. If the anharmonic rate is instead taken to grow as ω² and is fitted to the same conductivity, it is only about 7 × 10⁹ s⁻¹ near 7 THz, and the heavy atoms scatter 2.7 times more strongly. The two mechanisms are thus comparable near the resonance, and which one dominates depends on how the anharmonic rate varies with frequency. Natural carbon isotopes scatter at 7.6 × 10⁷ s⁻¹ at the same frequency, about 250 times less than the heavy atoms. There are 0.009 impurities per cubic wavelength, which supports treating them as independent.

Numbers as computed

```
mass ratio M'/M: 13;  eps: -12
leading resonance x0 = omega/omega_D: 0.1667
next-order value x0(1+x0^2/2): 0.1690
zero of Re den, full Debye G: 0.1691
peak of impurity spectrum, x: 0.1634
full width in x, formula: 0.0436
full width in x, from spectrum: 0.0414
width/position, formula pi*x0/2: 0.262
width/position, from spectrum: 0.253
|Im den| at the resonance zero: 0.274
second zero of Re den, x: 0.823
|Im den| at second zero: 31.5
number of maxima of impurity spectrum: 1
total impurity spectral weight: 1.00000
impurity weight below x=1/3: 0.941
host weight below x=1/3: 0.037
largest weight difference, diagonalization: 0.0035
mass ratio 1201: peak/x0 = 0.9998
mass ratio 1201: width/formula = 0.9994
Debye temperature (rough input): 2000 K
Debye frequency: 41.67 THz
Debye energy: 172.3 meV
leading resonance frequency: 6.95 THz
leading resonance energy: 28.7 meV
zero of Re den: 7.05 THz
spectrum peak: 6.81 THz
spectrum full width: 1.73 THz
impurity fraction (input): 10 ppm
lattice constant (rough input): 0.357 nm
Debye sound speed: 12.0 km/s
Born scattering rate at zero: 1.45e+09 1/s
full scattering rate at zero: 1.94e+10 1/s
enhancement over Born: 13.4
impurity mean free path at zero: 617 nm
cubic lattice, static estimate of x: 0.1473
cubic lattice, spectrum peak x: 0.144
frequency factor for halved springs: 0.776
temperature of use (input): 300 K
conductivity (rough input): 2000 W/(m K)
Debye heat capacity: 1.55 MJ/(m3 K)
single-lifetime anharmonic path: 323 nm
single-lifetime anharmonic rate: 3.72e+10 1/s
resonance width as angular rate: 1.08e+13 1/s
carbon-13 fraction (rough input): 1.1 %
natural-isotope rate at zero: 7.61e+07 1/s
phonon wavelength at zero: 1.70 nm
impurities per cubic wavelength: 0.0087
```
